\section*{The Dyson Orbital between Separately Optimized Hartree–Fock Determinants}

Suppose that one electron is removed from a molecule and the remaining orbitals are kept frozen. The removal amplitude is then a single neutral orbital with norm one. For the oxygen core hole of water this picture puts the Hartree–Fock ionization energy about 20 eV too high relative to a calculation in which the ion is optimized, and it overestimates the squared norm of the amplitude by about 30 percent relative to the optimized result. Optimizing the ion corrects the energy within the mean-field model, but the two determinants are then built from different, mutually nonorthogonal orbitals. Matrix-element rules for a common orthonormal set no longer apply, and the amplitude must be found from the determinants themselves.

\section{Definition and meaning}

Let $x=(\mathbf r,s)$ denote position and spin, and let $\int dx$ include the spin sum. The neutral determinant $\Phi_N$ contains orthonormal spin orbitals $\phi_1,\ldots,\phi_N$:
\begin{equation}
\Phi_N(x_1,\ldots,x_N)=\frac{1}{\sqrt{N!}}\det[\phi_j(x_i)] .
\label{eq:neutral}
\end{equation}
The ionic determinant $\Phi_{N-1}$ is formed in the same way from orthonormal $\chi_1,\ldots,\chi_{N-1}$. Orbitals of different sets have the overlaps
\begin{equation}
S_{kj}=\langle\chi_k|\phi_j\rangle ,
\label{eq:overlap}
\end{equation}
which form a matrix $S$ of $N-1$ rows and $N$ columns. The Dyson orbital is
\begin{equation}
d(x)=\sqrt N\int \Phi_{N-1}^*(x_2,\ldots,x_N)\,
\Phi_N(x,x_2,\ldots,x_N)\,dx_2\cdots dx_N .
\label{eq:definition}
\end{equation}
It has the dimension of length$^{-3/2}$, and its norm is a pure number. Its overall phase is arbitrary because each determinant has an arbitrary phase.

The factor $\sqrt N$ is that of the field operator, which acts as $(\hat\psi(x)\Psi)(x_2,\ldots)=\sqrt N\,\Psi(x,x_2,\ldots)$. Thus $d(x)=\langle\Phi_{N-1}|\hat\psi(x)|\Phi_N\rangle$. For exact eigenstates, the removal part of the one-particle Green function is
\begin{equation}
G^-(x,x';\omega)=\langle\Psi_N|\hat\psi^\dagger(x')
\frac{1}{\hbar\omega+\hat H-E_N-i\eta}\hat\psi(x)|\Psi_N\rangle ,
\end{equation}
with $\eta\to0^+$. Inserting the complete set of ionic eigenstates $K$ gives
\begin{equation}
G^-(x,x';\omega)=\sum_K\frac{d_K(x)d_K^*(x')}
{\hbar\omega+E_K-E_N-i\eta} .
\label{eq:green}
\end{equation}
The pole lies at minus the ionization energy $E_K-E_N$, and $\|d_K\|^2$ is its strength. A pair of determinants supplies a mean-field approximation to one such residue.

\section{The cofactor formula}

Expand the determinant in \eqref{eq:neutral} along the row of electron 1. Let $\Phi^{(j)}$ be the normalized $(N-1)$-electron determinant that lacks $\phi_j$ and keeps the other orbitals in order. The minor multiplying $\phi_j(x_1)$ is $\sqrt{(N-1)!}\,\Phi^{(j)}$. Since $\sqrt{(N-1)!/N!}=1/\sqrt N$,
\begin{equation}
\Phi_N=\frac1{\sqrt N}\sum_{j=1}^N(-1)^{1+j}
\phi_j(x_1)\Phi^{(j)}(x_2,\ldots,x_N).
\label{eq:laplace}
\end{equation}
Substitution into \eqref{eq:definition} cancels $\sqrt N$:
\begin{equation}
d=\sum_j(-1)^{1+j}\langle\Phi_{N-1}|\Phi^{(j)}\rangle\,\phi_j .
\label{eq:beforeoverlap}
\end{equation}

To evaluate the overlap, write $\Phi_{N-1}$ as a sum over permutations of its electrons. In each term, rename the integration variables so that $\chi_k$ carries $x_{k+1}$. The antisymmetric $\Phi^{(j)}$ then acquires the sign of the permutation, which cancels the sign already present. All $(N-1)!$ terms are therefore equal. With the prefactor $1/\sqrt{(N-1)!}$ they give
\begin{equation}
\langle\Phi_{N-1}|\Phi^{(j)}\rangle=\sqrt{(N-1)!}
\int\prod_k\chi_k^*(x_{k+1})\,\Phi^{(j)}\,dx_2\cdots dx_N .
\end{equation}
Let $l_1<\cdots<l_{N-1}$ be the orbital labels left in $\Phi^{(j)}$. Its own expansion has the prefactor $1/\sqrt{(N-1)!}$, so
\begin{equation}
\langle\Phi_{N-1}|\Phi^{(j)}\rangle
=\sum_Q\operatorname{sgn}(Q)\prod_kS_{k,l_{Q(k)}}
=\det S^{(j)},
\label{eq:detoverlap}
\end{equation}
where $S^{(j)}$ is $S$ with column $j$ deleted. Equation \eqref{eq:beforeoverlap} becomes
\begin{equation}
\boxed{d=\sum_{j=1}^Nc_j\phi_j,\qquad
c_j=(-1)^{1+j}\det S^{(j)}.}
\label{eq:dyson}
\end{equation}

Frozen orbitals provide a check. If the $\chi_k$ are the neutral orbitals other than $\phi_h$, in order, then $S^{(h)}$ is the unit matrix. For $j\ne h$, $S^{(j)}$ retains the zero column $h$. Hence $d=(-1)^{1+h}\phi_h$. If one frozen occupied orbital is also replaced by a neutral virtual orbital, the corresponding row of $S$ vanishes and $d=0$. With a single neutral determinant and frozen orbitals, such an excited ionic determinant has no removal amplitude.

\section{Direction and norm}

Place a copy of row $k$ of $S$ above the whole matrix $S$. The resulting square matrix has two equal rows and zero determinant. Expansion along the added row gives
\begin{equation}
0=\sum_j(-1)^{1+j}S_{kj}\det S^{(j)}
=\sum_jS_{kj}c_j=\langle\chi_k|d\rangle .
\label{eq:orthogonal}
\end{equation}
The Dyson orbital is orthogonal to every occupied orbital of the ion. If $S$ has rank $N-1$, its null space has one dimension, so \eqref{eq:orthogonal} fixes the direction of $d$ within the neutral occupied space. At lower rank, all the minors vanish and $d=0$.

The same construction gives the norm. Let $n=\|d\|^2=\sum_j|c_j|^2$, and form a square matrix $T$ whose first row is $(c_1^*,\ldots,c_N^*)$ and whose remaining rows are $S$. Expansion along the first row yields
\begin{equation}
\det T=\sum_jc_j^*(-1)^{1+j}\det S^{(j)}=n .
\end{equation}
In $TT^\dagger$, the first diagonal element is $n$. The other elements of its first row are $\sum_jc_j^*S_{kj}^*$, which vanish by \eqref{eq:orthogonal}. The remaining block is $SS^\dagger$. Therefore
\begin{equation}
n^2=|\det T|^2=\det(TT^\dagger)=n\det(SS^\dagger).
\end{equation}
For $n\ne0$, divide by $n$. For $n=0$, all minors vanish, $S$ has rank below $N-1$, and $\det(SS^\dagger)=0$ as well. In both cases
\begin{equation}
\boxed{\|d\|^2=\det(SS^\dagger).}
\label{eq:norm}
\end{equation}

Let $P=\sum_j|\phi_j\rangle\langle\phi_j|$ project onto the neutral occupied space. Then $(SS^\dagger)_{kk'}=\langle\chi_k|P|\chi_{k'}\rangle$. Its eigenvalues $\sigma_k^2$ lie between zero and one because $P$ is a projector, and
\begin{equation}
\|d\|^2=\prod_{k=1}^{N-1}\sigma_k^2\le1 .
\label{eq:product}
\end{equation}
The norm measures how well the whole ionic occupied space fits inside the neutral one. Mixing occupied orbitals within either determinant does not change it, since such a rotation changes $SS^\dagger$ at most by a unitary similarity transformation.

The number of ionic electrons lying outside the neutral occupied space is
\begin{equation}
t=\sum_k(1-\sigma_k^2)=N-1-\sum_{kj}|S_{kj}|^2 .
\label{eq:t}
\end{equation}
Set $p_k=1-\sigma_k^2$, so $0\le p_k\le1$. If a partial product is at least $1-s$, where $s\ge0$ is the sum of its $p_k$, one further factor gives at least $(1-s)(1-p)=1-s-p+sp\ge1-s-p$. Induction supplies a lower bound. The inequality $1-p\le e^{-p}$ supplies an upper one:
\begin{equation}
1-t\le\|d\|^2\le e^{-t}.
\label{eq:bounds}
\end{equation}
Many small displacements can thus add up to an appreciable loss even when each orbital changes little.

\section{Spin blocks and a two-electron case}

Let every orbital have definite spin. Denote by $h$ the spin that loses an electron and by $o$ the other spin, and put the $h$ orbitals first. Then
\begin{equation}
S=\begin{pmatrix}S_h&0\\0&S_o\end{pmatrix},
\end{equation}
where $S_h$ has one more column than rows and $S_o$ is square. Deleting a column of spin $o$ leaves all columns of $S_h$. They occupy a space with one dimension fewer than their number, so they are linearly dependent and the minor vanishes. Deleting a column of spin $h$ leaves a product of two square determinants:
\begin{equation}
c_j=(-1)^{1+j}\det S_h^{(j)}\det S_o .
\label{eq:spincoeff}
\end{equation}
Applying \eqref{eq:norm} to the block matrix gives
\begin{equation}
\|d\|^2=\det(S_hS_h^\dagger)\,|\det S_o|^2 .
\label{eq:spinnorm}
\end{equation}
For given orbitals of spin $h$ in both determinants, the overlaps of spin $o$ affect the norm but not the direction of $d$. In a self-consistent calculation the electrons of spin $o$ can still change the direction indirectly, through their influence on the orbitals of spin $h$.

For a closed-shell atom with two electrons, let the neutral spatial orbital be $u_\zeta$ and the ionic one $u_Z$, with
\begin{equation}
u_\zeta(r)=\sqrt{\frac{\zeta^3}{\pi a_0^3}}\,e^{-\zeta r/a_0}.
\end{equation}
Here $a_0$ is the Bohr radius, $Z$ is the nuclear charge number and $\zeta$ is a variational parameter. There is no remaining electron of spin $h$, so the Dyson orbital is $u_\zeta$, with spin $h$, times the overlap
\begin{align}
\langle u_Z|u_\zeta\rangle
&=\frac{4(\zeta Z)^{3/2}}{a_0^3}\int_0^\infty r^2
e^{-(\zeta+Z)r/a_0}\,dr\nonumber\\
&=\frac{8(\zeta Z)^{3/2}}{(\zeta+Z)^3},
\end{align}
up to sign. Since $4\zeta Z=(\zeta+Z)^2-(Z-\zeta)^2$,
\begin{equation}
\|d\|^2=\left[1-\left(\frac{Z-\zeta}{Z+\zeta}\right)^2\right]^3
\simeq1-3\left(\frac{Z-\zeta}{Z+\zeta}\right)^2 .
\end{equation}
The last form holds for a small change of exponent. Contraction leaves the shape of this Dyson orbital unchanged but lowers its norm, at second order in the change.

\section{Where the remaining weight goes}

Extend the $\chi_k$ to a complete orthonormal set, and let $K$ run over all $(N-1)$-electron determinants built from it. By \eqref{eq:beforeoverlap}, $|c_j^K|=|\langle K|\Phi^{(j)}\rangle|$. Since $\Phi^{(j)}$ is normalized and the determinants are complete,
\begin{equation}
\sum_K|c_j^K|^2=1,\qquad \sum_K\|d_K\|^2=N .
\label{eq:sumrule}
\end{equation}
Sudden removal of $\phi_h$ therefore places weight $|c_h|^2$ in the optimized ionic determinant and $1-|c_h|^2$ in other determinants of the same orbital set. Those that keep the hole empty and carry one or more additional excitations, to bound or unbound orbitals, give the mean-field description of shake-up and shake-off; those in which another occupied orbital refills the hole stand for other hole states. They are not in general eigenstates, so this count does not by itself give a satellite spectrum.

Hole states optimized one by one use different orbital sets. They need not be orthogonal, and \eqref{eq:sumrule} does not apply to a list of them.

\section{Valence and core holes of water}

Take water with O--H distances of 0.96 Å and an angle of 104.5°, treated by nonrelativistic Hartree–Fock theory in 74 basis functions. These are uncontracted cc-pVTZ primitives, which let the core orbital change its shape. The neutral molecule is spin restricted and the ions are unrestricted. Each ion is optimized by the maximum-overlap method: at every iteration the occupied orbitals are those with the greatest projection onto the initial occupied space. This keeps the core hole from being filled. The nuclei stay fixed.

The frozen ionization energy follows from the energy terms that contain the removed orbital. With one-electron energy $h_{hh}$ and Coulomb and exchange integrals $J_{hl}$ and $K_{hl}$, their sum is
\begin{equation}
h_{hh}+\sum_l(J_{hl}-K_{hl})=\varepsilon_h ,
\end{equation}
where each pair is counted once and the term $l=h$ vanishes. Removing these terms raises the energy by $-\varepsilon_h$. The results are as follows.

\begin{center}
\begin{tabular}{lccc}
Hole & $1b_1$ & $3a_1$ & $1a_1$\\
\hline
Frozen energy (eV) & 13.73 & 15.71 & 559.33\\
Relaxed energy (eV) & 10.90 & 13.15 & 538.89\\
$\|d\|^2$ & 0.943 & 0.948 & 0.770\\
$\|d\|$ & 0.971 & 0.974 & 0.877\\
$t$ & 0.058 & 0.053 & 0.256
\end{tabular}
\end{center}

These values, and those derived from them below, belong to this basis and are not converged to the digits shown. Adding diffuse functions (uncontracted aug-cc-pVTZ, 108 functions) raises the frozen energies by 0.16, 0.20 and 0.33 eV and each relaxed energy by 0.08 eV. It lowers $\|d\|^2$ to 0.937, 0.940 and 0.760, raises $t$ to 0.065, 0.061 and 0.269, and lowers the spin factors and leading coefficients by up to 0.006. The frozen radii quoted below grow by up to 0.8 pm, so the contractions become 17 percent for the core hole and about 9 percent for the valence holes. The trends are unchanged.

The $1b_1$ orbital is the only occupied neutral orbital that is odd under reflection in the molecular plane. The ion has no such orbital of the hole spin, so column $1b_1$ of $S_h$ is zero. Every minor that retains this column vanishes, and a single coefficient survives. The Dyson orbital is thus proportional to the neutral $1b_1$ orbital, yet its norm is below one. By \eqref{eq:spinnorm},
\begin{equation}
\|d_{1b_1}\|^2=0.9854\times0.9569=0.943 ,
\end{equation}
with the hole-spin factor first. The greater loss comes from the spin that keeps all its electrons.

For the $3a_1$ hole, symmetry allows mixing with the lower $a_1$ orbitals. The coefficients of $2a_1$ and $3a_1$ are $-0.0420$ and $0.9727$, with the overall sign chosen to make the second positive. Their squares give
\begin{equation}
\|d_{3a_1}\|^2\simeq0.0018+0.9462=0.948 ,
\end{equation}
the $1a_1$ contribution being negligible. The named orbital carries 99.8 percent of the squared norm. The admixture is what makes $d$ orthogonal to the relaxed orbitals, as \eqref{eq:orthogonal} requires.

For the core hole, the $1a_1$ coefficient is 0.8774, and its square already gives 0.770. The two spin factors give the same result:
\begin{equation}
\|d_{1a_1}\|^2=0.9189\times0.8379=0.770 .
\end{equation}
The direction of $d$ is almost purely that of the neutral core orbital, with a share of 99.997 percent. Nearly all the change is in the norm. By \eqref{eq:sumrule}, sudden removal of the neutral core orbital places a weight of about 0.23 outside the optimized core-hole determinant.

The loss comes from the response of the other nine electrons. Their root-mean-square distance from the oxygen nucleus falls from 77.3 to 64.8 pm, or by 16 percent of its frozen value. For the $1b_1$ and $3a_1$ holes the reduction is about 8 percent. About 0.26 of an electron lies outside the neutral occupied space in the core-hole ion, against 0.05 to 0.07 in the valence-hole ions. The bounds \eqref{eq:bounds} place the squared core norm between 0.744 and 0.774, close to the determinant result although they use $t$ alone.

The frozen picture's energy error in electronvolts and its norm error are both largest for the core hole, but its relative energy error is smallest there. Relative to the relaxed ionization energy, the frozen value is too high by $2.83/10.90=26$ percent for $1b_1$ but by $20.45/538.89=3.8$ percent for the core. Relative to the relaxed squared norm, the frozen value of one is too high by $0.057/0.943=6$ percent for $1b_1$ and by $0.230/0.770=30$ percent for the core. A small relative energy error therefore does not guarantee a good amplitude. These errors are measured against the relaxed mean-field values, not against exact ones. For the valence holes, correlation raises the ionization energies again: coupled-cluster and third-order propagator calculations in an aug-cc-pVDZ basis give 12.4 to 13.0 eV for $1b_1$ and 14.7 to 15.3 eV for $3a_1$, between the relaxed and the frozen values.

Two tests address the formulas apart from this reading. For complex random orbitals, direct evaluation of \eqref{eq:definition} agrees with \eqref{eq:dyson} and \eqref{eq:norm}, and enumeration of all ionic determinants confirms \eqref{eq:sumrule}. For water, expansion of both determinants in occupation strings over a common orthonormal basis reproduces the cofactor amplitudes for all three holes. The numerical output lists the values in full.

\section{Limits of the single-determinant amplitude}

Equations \eqref{eq:dyson} and \eqref{eq:norm} are exact for the two given determinants; the determinants themselves are approximate states. If the ion requires a combination $\sum_Kb_K\Phi_K$, linearity of \eqref{eq:definition} gives
\begin{equation}
d=\sum_Kb_K^*d_K .
\end{equation}
The amplitudes can interfere, so one determinant's norm is not a reliable pole strength when several coefficients are appreciable. Correlation in the neutral state likewise adds amplitudes from further neutral determinants.

The ions here are also not pure spin doublets. A doublet has $\langle S^2\rangle/\hbar^2=0.75$, whereas the core-hole determinant has 0.768 and the valence-hole determinants 0.757 and 0.755. The separately optimized $1a_1$- and $3a_1$-hole determinants overlap by 0.0013 in magnitude. This is small, but it shows that they are not members of one orthogonal set. Relativity, nuclear motion and the finite lifetime of the core hole are omitted, so the energies and norms are mean-field results for fixed nuclei, not predictions of measured line positions and intensities.

\section*{Table of computed values}
\begin{verbatim}
Random test, N = 4: norm^2 from definition = 0.075760
Random test: sum of norm^2 over all determinants = 4.000000
Water: O-H = 0.96 angstrom, angle = 104.5 degrees
Number of basis functions = 74
Neutral Hartree-Fock energy = -76.057064 hartree
Hole 1b1:
  frozen-orbital ionization energy = 13.725 eV
  relaxed ionization energy = 10.897 eV
  relaxation energy = 2.828 eV
  coefficients 1a1: 0.00000, 2a1: -0.00000, 1b2: 0.00000, 3a1: -0.00000, 1b1: 0.97104
  factor from hole spin = 0.98538
  factor from other spin = 0.95691
  Dyson norm^2 = 0.94291, norm = 0.97104
  missing norm^2 = 0.05709
  summed subspace loss t = 0.05846
  bounds on norm^2 = 0.94154, 0.94322
  share of named orbital in d = 100.0000 percent
  rms radius of other electrons, frozen = 72.681 pm
  rms radius of other electrons, relaxed = 66.630 pm
  cation <S^2>/hbar^2 = 0.75697
Hole 3a1:
  frozen-orbital ionization energy = 15.711 eV
  relaxed ionization energy = 13.151 eV
  relaxation energy = 2.560 eV
  coefficients 1a1: 0.00016, 2a1: -0.04195, 1b2: -0.00000, 3a1: 0.97273, 1b1: -0.00000
  factor from hole spin = 0.98665
  factor from other spin = 0.96078
  Dyson norm^2 = 0.94796, norm = 0.97363
  missing norm^2 = 0.05204
  summed subspace loss t = 0.05316
  bounds on norm^2 = 0.94684, 0.94823
  share of named orbital in d = 99.8144 percent
  rms radius of other electrons, frozen = 72.168 pm
  rms radius of other electrons, relaxed = 66.528 pm
  cation <S^2>/hbar^2 = 0.75457
Hole 1a1:
  frozen-orbital ionization energy = 559.332 eV
  relaxed ionization energy = 538.885 eV
  relaxation energy = 20.447 eV
  coefficients 1a1: 0.87743, 2a1: 0.00469, 1b2: 0.00000, 3a1: -0.00122, 1b1: -0.00000
  factor from hole spin = 0.91889
  factor from other spin = 0.83788
  Dyson norm^2 = 0.76991, norm = 0.87745
  missing norm^2 = 0.23009
  summed subspace loss t = 0.25617
  bounds on norm^2 = 0.74383, 0.77401
  share of named orbital in d = 99.9970 percent
  rms radius of other electrons, frozen = 77.281 pm
  rms radius of other electrons, relaxed = 64.839 pm
  cation <S^2>/hbar^2 = 0.76793
Absolute overlap of 1a1-hole and 3a1-hole determinants = 0.001286
\end{verbatim}
